# From Hubbard Antiferromagnet to Linear Spin Waves in Time-Dependent Hartree-Fock: test program

```python
"""
Result under test: for the half-filled square-lattice Hubbard antiferromagnet,
the transverse response of time-dependent Hartree-Fock (TDHF) tends at large U
to linear spin-wave theory with J = 4 t^2 / U and
    omega(q) = 2 J sqrt(1 - gamma^2),  gamma = (cos qx + cos qy) / 2.
Symbols: t hopping (energy unit), U repulsion, Delta = U m the mean-field gap
parameter, m the sublattice moment <Sz>, chi0 the 2x2 sublattice bubble.
The drive is sum_i w_i S_i^+ exp(-i omega t); the response is x_i = <S_i^->.
Lattice constant and hbar are one.
"""
import numpy as np
from scipy.optimize import brentq

t = 1.0
pi = np.pi


def band(kx, ky):
    return -2 * t * (np.cos(kx) + np.cos(ky))


def gamma(q):
    return 0.5 * (np.cos(q[0]) + np.cos(q[1]))


def k_grid(size):
    k = 2 * pi * np.arange(size) / size
    return np.meshgrid(k, k, indexing="ij")


def solve_gap(U, size):
    eps = band(*k_grid(size))
    return brentq(lambda d: U * np.mean(0.5 / np.sqrt(eps**2 + d**2)) - 1,
                  0.05 * U, 0.5 * U, xtol=1e-13)


def bubble(q, omega, delta, size):
    kx, ky = k_grid(size)
    e1, e2 = band(kx, ky), band(kx + q[0], ky + q[1])
    E1, E2 = np.sqrt(e1**2 + delta**2), np.sqrt(e2**2 + delta**2)
    small = (1 - delta / E1) * (1 - delta / E2) / 4
    large = (1 + delta / E1) * (1 + delta / E2) / 4
    minus, plus = 1 / (E1 + E2 - omega), 1 / (E1 + E2 + omega)
    aa = np.mean(small * minus + large * plus)
    bb = np.mean(large * minus + small * plus)
    ab = -np.mean(e1 * e2 / (4 * E1 * E2) * (minus + plus))
    return np.array([[aa, ab], [ab, bb]])


def inverse_factor(q, omega, U, delta, size):
    return np.eye(2) - U * bubble(q, omega, delta, size)


def mode(q, U, delta, size):
    def determinant(w):
        a = inverse_factor(q, w, U, delta, size)
        return a[0, 0] * a[1, 1] - a[0, 1] * a[1, 0]
    return brentq(determinant, 0.0, delta, xtol=1e-14)


# ---- Cluster: linearize the full noncollinear TDHF equation numerically ----
side = 6
N = side * side
U_c = 8.0
X, Y = [a.ravel() for a in np.meshgrid(range(side), range(side), indexing="ij")]
stagger = (-1.0) ** (X + Y)
adjacency = np.zeros((N, N))
for i in range(N):
    for dx, dy in ((1, 0), (-1, 0), (0, 1), (0, -1)):
        adjacency[i, ((X[i] + dx) % side) * side + (Y[i] + dy) % side] += 1
hopping = -t * adjacency


def equation_of_motion(rho):
    """Commutator [h(rho), rho]; rho[i s, j s'] = <c+_{j s'} c_{i s}>."""
    h = np.zeros_like(rho)
    h[:N, :N] = hopping + U_c * np.diag(np.diag(rho[N:, N:]))
    h[N:, N:] = hopping + U_c * np.diag(np.diag(rho[:N, :N]))
    h[:N, N:] = -U_c * np.diag(np.diag(rho[:N, N:]))
    h[N:, :N] = -U_c * np.diag(np.diag(rho[N:, :N]))
    return h @ rho - rho @ h


delta_c = solve_gap(U_c, side)
_, C_up = np.linalg.eigh(hopping - delta_c * np.diag(stagger))
_, C_dn = np.linalg.eigh(hopping + delta_c * np.diag(stagger))
rho_up = C_up[:, :N // 2] @ C_up[:, :N // 2].T
rho_dn = C_dn[:, :N // 2] @ C_dn[:, :N // 2].T
rho0 = np.zeros((2 * N, 2 * N))
rho0[:N, :N], rho0[N:, N:] = rho_up, rho_dn
stationarity = np.max(np.abs(equation_of_motion(rho0)))
assert stationarity < 1e-10

occupied = np.arange(N) < N // 2
P, Q = np.nonzero(occupied[:, None] != occupied[None, :])
liouville = np.zeros((len(P), len(P)))
for col, (p, r) in enumerate(zip(P, Q)):
    change = np.zeros_like(rho0)
    change[:N, N:] = np.outer(C_up[:, p], C_dn[:, r])
    slope = (equation_of_motion(rho0 + change)
             - equation_of_motion(rho0 - change)) / 2
    liouville[:, col] = (C_up.T @ slope[:N, N:] @ C_dn)[P, Q]
spectrum = np.linalg.eigvals(liouville)
collective = np.sort(np.abs(spectrum))[:N]

magnetic_zone = [(2 * pi * a / side, 2 * pi * b / side)
                 for a in range(side // 2) for b in range(side)]
from_bubble = [0.0, 0.0]
for q in magnetic_zone[1:]:
    from_bubble += [mode(q, U_c, delta_c, side)] * 2
cluster_error = np.max(np.abs(collective - np.sort(from_bubble)))
# the zero mode is a defective eigenvalue: rounding enters as a square root
assert cluster_error < 2e-6

# Driven response of the same cluster against (1 - U chi0)^-1 chi0
q_c, w_c = (2 * pi / side, 4 * pi / side), 0.3
wave = np.exp(1j * (q_c[0] * X + q_c[1] * Y))
sublattice = [stagger > 0, stagger < 0]
driven = np.zeros((2, 2), complex)
for b in range(2):
    field = np.diag(wave * sublattice[b])
    source = (C_up.T @ (field @ rho_dn - rho_up @ field) @ C_dn)[P, Q]
    amplitude = np.zeros((N, N), complex)
    amplitude[P, Q] = np.linalg.solve(w_c * np.eye(len(P)) - liouville, source)
    x_site = np.diag(C_up @ amplitude @ C_dn.T)
    for a in range(2):
        driven[a, b] = np.mean((x_site / wave)[sublattice[a]])
predicted = -np.linalg.solve(inverse_factor(q_c, w_c, U_c, delta_c, side),
                             bubble(q_c, w_c, delta_c, side))
response_error = np.max(np.abs(driven - predicted))
assert response_error < 1e-9

# ---- Heisenberg side: difference the precession equation about Neel order ----
neel = np.zeros((N, 3))
neel[:, 2] = 0.5 * stagger


def precession(S):
    """dS/dt for H = sum over bonds of S_i.S_j, in units of J."""
    return np.cross(adjacency @ S, S)


K = np.zeros((N, N), complex)
for j in range(N):
    tilt = np.zeros((N, 3))
    tilt[j, 0] = 1.0
    rate = (precession(neel + tilt) - precession(neel - tilt)) / 2
    K[:, j] = 1j * (rate[:, 0] - 1j * rate[:, 1])
spin_error = 0.0
for q in magnetic_zone:
    phase = np.exp(1j * (q[0] * X + q[1] * Y))
    u = np.array([phase * s for s in sublattice]).T / np.sqrt(N / 2)
    block = u.conj().T @ K @ u
    static = -np.diag([1, -1]) @ block
    g = gamma(q)
    spin_error = max(spin_error,
                     np.max(np.abs(static - 2 * np.array([[1, g], [g, 1]]))))
    freq2 = np.linalg.eigvals(block @ block)
    spin_error = max(spin_error, np.max(np.abs(freq2 - 4 * (1 - g * g))))
assert spin_error < 1e-10

# ---- Two-site Hubbard model: independent identification of J ----


def dimer_splitting(U):
    # basis: (up-down, empty), (empty, up-down), (up, down), (down, up)
    h = np.array([[U, 0, -t, t], [0, U, -t, t], [-t, -t, 0, 0], [t, t, 0, 0]])
    levels = np.linalg.eigvalsh(h)
    return levels[1] - levels[0]


assert abs(dimer_splitting(64.0) * 64 / (4 * t * t) - 1) < 5 / 64**2

# ---- Large-U limit on a converged momentum grid ----
size = 32
U_values = [8.0, 16.0, 32.0, 64.0, 128.0]
gaps = {U: solve_gap(U, size) for U in U_values}
J = {U: 4 * t * t / U for U in U_values}
assert abs(solve_gap(8.0, 48) - gaps[8.0]) < 1e-10
for U in (64.0, 128.0):
    assert abs(gaps[U] / U - (0.5 - 4 * (t / U)**2)) < 100 * (t / U)**4
for U in U_values:
    null = inverse_factor((0, 0), 0.0, U, gaps[U], size) @ np.array([1, -1])
    assert np.max(np.abs(null)) < 1e-12

points = {"(pi/2,0)": (pi / 2, 0), "(pi,0)": (pi, 0),
          "(pi/2,pi/2)": (pi / 2, pi / 2), "(0.1,0)": (0.1, 0)}
ratio, limit, coefficient = {}, {}, {}
for name, q in points.items():
    limit[name] = 2 * np.sqrt(1 - gamma(q)**2)
    ratio[name] = [mode(q, U, gaps[U], size) / J[U] for U in U_values]
    dev = np.array(ratio[name]) / limit[name] - 1
    assert abs(dev[-2] / dev[-1] - 4) < 0.1
    coefficient[name] = dev[-1] * (U_values[-1] / t)**2

q_t, nu = (1.1, 0.4), 0.7
g = gamma(q_t)
D_over_J = np.array([[2 + nu, 2 * g], [2 * g, 2 - nu]])
inverse_dev, response_dev = [], []
for U in (64.0, 128.0):
    A = inverse_factor(q_t, nu * J[U], U, gaps[U], size)
    chi = np.linalg.solve(A, bubble(q_t, nu * J[U], gaps[U], size))
    inverse_dev.append(np.max(np.abs(U * A / J[U] - D_over_J)))
    response_dev.append(np.max(np.abs(J[U] * chi - np.linalg.inv(D_over_J))))
assert abs(inverse_dev[0] / inverse_dev[1] - 4) < 0.15
assert abs(response_dev[0] / response_dev[1] - 4) < 0.15

# Without the self-consistent correction to Delta = U/2 a false gap appears
false_gap = mode((0, 0), 128.0, 64.0, size) / J[128.0]
assert abs(false_gap - 2 * np.sqrt(3)) < 0.02

# ---- Output ----
U = 16.0
q = points["(pi/2,0)"]
chi0 = bubble(q, 0.0, gaps[U], size)
scaled = U * (np.eye(2) - U * chi0) / J[U]
w_hf, w_sw = mode(q, U, gaps[U], size), J[U] * limit["(pi/2,0)"]
print("WORKED EXAMPLE, energies in units of t")
print(f"U = {U:.1f} t,  J = 4t^2/U = {J[U]:.4f} t")
print(f"momentum grid = {size} x {size}")
print(f"Delta = {gaps[U]:.6f} t")
print(f"moment m = {gaps[U] / U:.6f}")
print(f"moment, expansion 1/2 - 4t^2/U^2 = {0.5 - 4 / U**2:.6f}")
print(f"two-site singlet-triplet splitting = {dimer_splitting(U):.6f} t")
print(f"q = (pi/2,0): gamma = {gamma(q):.4f}")
print(f"static chi0_AA = {chi0[0, 0]:.7f} 1/t")
print(f"static chi0_AB = {chi0[0, 1]:.7f} 1/t")
print(f"U(1-U chi0)_AA / J = {scaled[0, 0]:.5f} (limit 2)")
print(f"U(1-U chi0)_AB / J = {scaled[0, 1]:.5f} (limit 2 gamma)")
print(f"TDHF frequency = {w_hf:.6f} t")
print(f"spin-wave frequency = {w_sw:.6f} t")
print(f"relative difference TDHF/spin wave - 1 = {100*(w_hf/w_sw-1):.3f} %")
print("MODE FREQUENCIES omega/J (dimensionless)")
print("q             U=8t     U=16t    U=32t    U=64t    spin wave")
for name in points:
    row = " ".join(f"{r:8.5f}" for r in ratio[name][:4])
    print(f"{name:12s} {row} {limit[name]:8.5f}")
print("COEFFICIENT c in omega/omega_sw = 1 + c (t/U)^2, from U = 128t")
for name in points:
    print(f"{name:12s} c = {coefficient[name]:.3f}")
print("CHECKS")
print(f"6x6 cluster: U = {U_c:.1f} t, Delta = {delta_c:.6f} t")
print(f"cluster TDHF matrix dimension = {len(P)}")
print(f"largest cluster mode difference = {cluster_error:.1e} t")
print(f"largest driven-response difference = {response_error:.1e} 1/t")
print(f"largest spin-precession difference = {spin_error:.1e} (J = 1)")
print(f"inverse response error ratio, U 64t to 128t = "
      f"{inverse_dev[0] / inverse_dev[1]:.3f}")
print(f"response error ratio, U 64t to 128t = "
      f"{response_dev[0] / response_dev[1]:.3f}")
print(f"false gap with Delta = U/2, U = 128t: {false_gap:.4f} J")
print(f"its large-U value 2 sqrt(3) = {2 * np.sqrt(3):.4f} J")
print("all assertions hold")
```

Running it gives:

```
WORKED EXAMPLE, energies in units of t
U = 16.0 t,  J = 4t^2/U = 0.2500 t
momentum grid = 32 x 32
Delta = 7.760196 t
moment m = 0.485012
moment, expansion 1/2 - 4t^2/U^2 = 0.484375
two-site singlet-triplet splitting = 0.246211 t
q = (pi/2,0): gamma = 0.5000
static chi0_AA = 0.0606535 1/t
static chi0_AB = -0.0008705 1/t
U(1-U chi0)_AA / J = 1.89083 (limit 2)
U(1-U chi0)_AB / J = 0.89143 (limit 2 gamma)
TDHF frequency = 0.416780 t
spin-wave frequency = 0.433013 t
relative difference TDHF/spin wave - 1 = -3.749 %
MODE FREQUENCIES omega/J (dimensionless)
q             U=8t     U=16t    U=32t    U=64t    spin wave
(pi/2,0)      1.50022  1.66712  1.71531  1.72783  1.73205
(pi,0)        1.82840  1.95428  1.98836  1.99708  2.00000
(pi/2,pi/2)   1.66571  1.90891  1.97673  1.99415  2.00000
(0.1,0)       0.12012  0.13505  0.13965  0.14086  0.14127
COEFFICIENT c in omega/omega_sw = 1 + c (t/U)^2, from U = 128t
(pi/2,0)     c = -9.993
(pi,0)       c = -5.998
(pi/2,pi/2)  c = -11.995
(0.1,0)      c = -11.980
CHECKS
6x6 cluster: U = 8.0 t, Delta = 3.571237 t
cluster TDHF matrix dimension = 648
largest cluster mode difference = 5.1e-08 t
largest driven-response difference = 2.2e-15 1/t
largest spin-precession difference = 4.4e-15 (J = 1)
inverse response error ratio, U 64t to 128t = 3.983
response error ratio, U 64t to 128t = 4.010
false gap with Delta = U/2, U = 128t: 3.4582 J
its large-U value 2 sqrt(3) = 3.4641 J
all assertions hold
```
